\section*{Exact stationary velocity of polynuclear growth in one dimension, part 2}

A crystal front grows along a line with coordinate $x$. Its height $h(x,t)$ counts complete layers. Islands nucleate as a Poisson process at rate $G$ per length and time; each raises the height by one at a point and creates an up-step and a down-step. Up-steps, at which $h$ rises as $x$ increases, move left and down-steps move right, all at the constant speed $c$. Meeting pairs annihilate, and nothing detaches. The velocity $v$, in layers per time, is wanted for a mean tilt $u$, in layers per length. The claim to be proved is this.

\paragraph{Theorem 1.} \emph{On the infinite line, for every tilt $u$, there is a stationary state in which up-steps and down-steps form independent Poisson processes with densities}
\begin{equation}
\rho_\pm=\frac12\left(\frac{v}{c}\pm u\right),\qquad
v=\sqrt{2Gc+c^2u^2},
\label{eq:main}
\end{equation}
\emph{and $v$ is its growth velocity in layers per time.}

The proof starts from a ring of length $L$ with $n$ up-steps and $m$ down-steps. The difference $N=n-m$ is conserved and sets the tilt $u=N/L$; by reflection, $N\ge0$ suffices. The mean height of the ring grows at the instantaneous rate $c(n+m)/L$. For given $N$ the ring has exactly one stationary law, and every initial state converges to it. This was shown by a merging argument: two copies that receive the same nucleations eventually coincide.

Let $P(m)$ be the stationary law of $m$, $\langle\cdot\rangle$ the stationary mean, $v_L$ the stationary velocity of the ring, $I_N$ the modified Bessel function and $\lambda=L\sqrt{G/(2c)}$. Then
\begin{align}
&P(m)\propto\frac{\lambda^{2m+N}}{m!\,(m+N)!}, &
&\langle nm\rangle=\lambda^2,\nonumber\\
&v_L=\frac cL\langle n+m\rangle, &
&\langle n+m\rangle=\frac{2\lambda I_N'(2\lambda)}{I_N(2\lambda)} .
\label{eq:recall}
\end{align}
For given $n$ and $m$ the steps are placed independently and uniformly.

The growth rule is also unchanged by a boost, which multiplies $ct+x$ by a positive factor and divides $ct-x$ by it.

The closing table includes a simulated test ring with $G=1$, $c=2$, $L=10$ in model units. Its total variation distance is half the sum of the absolute differences of two probability laws; the Poisson law compared there has the same mean as $P(m)$.

\subsection{A second-moment identity}

\paragraph{Lemma 5.} \emph{On every ring}
\begin{equation}
v^2=v_L^2+\frac{c^2}{L^2}\,\mathrm{Var}(n+m),
\label{eq:identity}
\end{equation}
\emph{where $v=\sqrt{2Gc+c^2u^2}$ with $u=N/L$.}

\emph{Proof.} The identity $(n+m)^2=(n-m)^2+4nm$ and the fixed difference $n-m=N$ give
\begin{equation}
\langle(n+m)^2\rangle=N^2+4\langle nm\rangle=N^2+4\lambda^2 .
\end{equation}
Multiply by $c^2/L^2$. The first term becomes $c^2u^2$. The second becomes $4c^2G/(2c)=2Gc$. Their sum is $v^2$. On the left, the second moment is the squared mean plus the variance, and $c\langle n+m\rangle/L=v_L$. $\square$

The expression under the square root is thus the mean square of the instantaneous growth rate of the ring, whatever its length. The velocity itself is the mean, which is smaller by the effect of fluctuations. It remains to show that the fluctuations become negligible.

\paragraph{Lemma 6.} \emph{$\mathrm{Var}(m)\le\langle m\rangle$.}

\emph{Proof.} From \eqref{eq:recall} the weights satisfy
\begin{equation}
(m+1)\,P(m+1)=a(m)\,P(m),\qquad a(m)=\frac{\lambda^2}{m+1+N}.
\end{equation}
Summing over $m$ gives $\langle m\rangle=\langle a(m)\rangle$. Multiplying by $m+1$ before summing gives $\langle m^2\rangle=\langle a(m)(m+1)\rangle$. The function $a(m)$ decreases with $m$ while $m+1$ increases. For two independent copies $m$ and $m'$ of the variable,
\begin{equation}
\left[a(m)-a(m')\right](m-m')\le0 ,
\end{equation}
and the mean of the left side is twice the covariance of $a(m)$ and $m$. That covariance is therefore not positive, so
\begin{equation}
\langle m^2\rangle\le\langle a(m)\rangle\,\langle m+1\rangle
=\langle m\rangle^2+\langle m\rangle .
\end{equation}
Subtracting $\langle m\rangle^2$ gives the lemma. $\square$

\paragraph{Theorem 3.} \emph{The ring velocity approaches the infinite-line value from below, with}
\begin{equation}
0\le v-v_L\le\frac{2c}{L}.
\label{eq:bound}
\end{equation}

\emph{Proof.} Since $n+m=2m+N$ with $N$ fixed, $\mathrm{Var}(n+m)=4\,\mathrm{Var}(m)\le4\langle m\rangle$. Because $N\ge0$, $2m\le n+m$, and so the variance is at most $2\langle n+m\rangle=2Lv_L/c$. Equation \eqref{eq:identity} then gives
\begin{equation}
0\le v^2-v_L^2\le\frac{c^2}{L^2}\,\frac{2Lv_L}{c}=\frac{2cv_L}{L}.
\end{equation}
Divide by $v+v_L$ and use $v_L/(v+v_L)\le1$. $\square$

\subsection{Proof of the theorem for the infinite line}

Keep $u$ fixed and let $L$ grow through values for which $uL$ is an integer. By \eqref{eq:bound}, $\langle n+m\rangle/L\to v/c$. The variance of $n+m$ is at most of order $L$, so the variance of $(n+m)/L$ is at most of order $1/L$. Hence $(n+m)/L$ tends to $v/c$ in probability, not merely in the mean. Together with $(n-m)/L=u$ this gives
\begin{equation}
\frac nL\to\rho_+=\frac12\left(\frac vc+u\right),\qquad
\frac mL\to\rho_-=\frac12\left(\frac vc-u\right).
\end{equation}

Look at a window of fixed width $w$. For given $n$ and $m$, its two step counts are independent binomial variables with success probability $w/L$ and with $n$ and $m$ trials. Their means tend to $\rho_+w$ and $\rho_-w$, while the success probability tends to zero. They therefore tend to independent Poisson variables. Within the window the positions are independent and uniform. The limit is a pair of independent Poisson processes with densities $\rho_+$ and $\rho_-$.

This limit is stationary. Influences travel at speed $c$, so what the window contains at time $t$ is determined by the steps initially within a distance $ct$ of it and by the nucleations in that region. Once $L>w+2ct$, a ring follows the same rule in this region as the line does. On the ring the law of the window at time $t$ equals the law at time zero, and this equality passes to the limit.

Finally, a fixed point of the line is raised by one layer whenever a step passes. Up-steps arrive from the right at the mean rate $c\rho_+$ and down-steps from the left at the mean rate $c\rho_-$. The velocity is
\begin{equation}
c\,(\rho_++\rho_-)=v=\sqrt{2Gc+c^2u^2}.
\label{eq:final}
\end{equation}
This proves Theorem 1. $\square$

The densities satisfy
\begin{equation}
\rho_+\rho_-=\frac14\left(\frac{v^2}{c^2}-u^2\right)=\frac{G}{2c},
\end{equation}
so nucleation balances annihilation: $G=2c\rho_+\rho_-$. A mean-field argument would postulate this product form for the collision rate. Here it has been derived, because in the stationary state the two kinds of step are independent. A boost multiplies one density and divides the other by the same factor, so the product is invariant.

The proof constructs one stationary state of the line for each tilt. It does not show that the line has no others, nor that an infinite line that starts flat approaches this state. On a ring both questions were settled by the merging argument of the first half.

\subsection{Limiting cases}

At zero tilt $\rho_+=\rho_-=\sqrt{G/(2c)}$ and $v=\sqrt{2Gc}$. The square root reflects the shared work of the two processes: doubling the nucleation rate raises the number of steps by $\sqrt2$, since the additional steps also annihilate sooner.

For a small tilt, $c|u|\ll\sqrt{2Gc}$, expansion of the root gives
\begin{equation}
v\simeq\sqrt{2Gc}+\frac{c^2u^2}{2\sqrt{2Gc}} .
\end{equation}
The term linear in $u$ is absent, as reflection symmetry requires.

For a large tilt, $cu^2\gg2G$,
\begin{equation}
v=c|u|\sqrt{1+\frac{2G}{cu^2}}\simeq c|u|+\frac{G}{|u|} .
\end{equation}
The first term is the motion of the steps that the tilt imposes. The second can be understood from single nucleations. Let $u>0$. The down-step of a new island runs into the next up-step on its right, initially at a distance $d$, and removes it. The island's own up-step takes over, ahead of the removed one by $d$. Each nucleation thus adds the area $d$. Its mean is $1/u$ for Poisson up-steps of density close to $u$, and with $G$ nucleations per length and time the gain is $G/u$.

\subsection{The leading effect of a finite ring}

The bound \eqref{eq:bound} shows that the finite-size effect is at most of order $1/L$. Its leading term is found as follows. Let $R(x)=I_N'(x)/I_N(x)$. Bessel's equation, $I_N''+I_N'/x=(1+N^2/x^2)I_N$, together with $R'=I_N''/I_N-R^2$, gives
\begin{equation}
R'+R^2+\frac Rx=1+\frac{N^2}{x^2} .
\end{equation}
For large $x=2\lambda$ at fixed $N/x$ the leading solution is $S=\sqrt{1+N^2/x^2}$. Put $R=S+R_1$ and keep terms of order $1/x$:
\begin{equation}
2SR_1=-\left(S'+\frac Sx\right).
\end{equation}
At fixed $N$, $S'=-N^2/(x^3S)$, so the bracket equals
\begin{equation}
\frac{S^2x^2-N^2}{x^3S}=\frac{x^2}{x^3S}=\frac1{xS},
\end{equation}
and $R_1=-1/(2xS^2)$. Insert this in $v_L=(c/L)\,xR$. The leading term is
\begin{equation}
\frac cL\,xS=\frac cL\sqrt{4\lambda^2+N^2}=v .
\end{equation}
The correction is $-c/(2LS^2)$. Since $S=vL/(cx)$ and $x^2/L^2=2G/c$, one has $1/S^2=2Gc/v^2$, and
\begin{equation}
v_L\simeq v-\frac{Gc^2}{Lv^2} .
\label{eq:finite}
\end{equation}
This is a large-$L$ expansion at fixed tilt. For $G=1$, $c=2$, $u=0.3$ the difference $v-v_L$ from the Bessel functions is 0.0930 at $L=10$ and 0.000918 at $L=1000$. The estimate gives 0.0917 and 0.000917. At zero tilt, $v^2=2Gc$ and the correction is $c/(2L)$.

\subsection{An example: the edge of a polymer lamella}

A thin polyethylene crystal, a lamella, grows in its melt by adding rows of chain stems to its edge. The first stem of a row plays the part of the nucleation, and the ends of the row are the steps. The edge is a one-dimensional front, and the surrounding melt is a dense reservoir, which makes a constant $c$ a reasonable assumption. The following values are rough typical ones: stem width $a=0.45$~nm along the edge and row thickness $b=0.41$~nm. The rates are chosen so that the front speed has a rough realistic size: $G=6$ per nm per s and $c=5000$~nm/s.

For an untilted edge
\begin{equation}
v=\sqrt{2\times6\times5000}\ {\rm s^{-1}}=\sqrt{60000}\ {\rm s^{-1}}
\simeq245\ \text{layers/s}.
\end{equation}
The front speed is $bv=0.41\times245\simeq100$~nm/s, or 6.0~$\mu$m/min. The mean step spacing is $c/v=20.4$~nm, about 45 stem widths.

Now let the edge be tilted by $u=0.04$ per nm, with $G$ and $c$ unchanged. The angle is $\arctan(0.41\times0.04)=0.94^\circ$. With $cu=200$ per second,
\begin{equation}
v=\sqrt{60000+40000}\ {\rm s^{-1}}\simeq316\ \text{layers/s},
\end{equation}
and the front speed, measured along the stacking direction of the rows, is 130~nm/s or 7.8~$\mu$m/min. The densities are $\rho_+=0.0516$ and $\rho_-=0.0116$ per nm. Less than one degree of tilt raises the speed by 29\%, because one layer per 25~nm is comparable with the natural step density.

\subsection{What a real edge changes}

\paragraph{Detachment.} The model forbids it, but a real stem can leave. At temperature $T=402$~K, which is $\Delta T=16$~K below a melting point $T_m=418$~K, take the heat of fusion $\Delta H=2.8\times10^8$~J/m$^3$, the fold-surface energy $\sigma_e=0.09$~J/m$^2$ and the lamella thickness $\ell=20$~nm, again rough values. If $\Delta H$ and the entropy of fusion $\Delta H/T_m$ vary little over this range, a stem gains the free energy
\begin{equation}
ab\left(\ell\,\frac{\Delta H\,\Delta T}{T_m}-2\sigma_e\right)\simeq0.040\ {\rm eV}.
\end{equation}
With $k_BT=0.0346$~eV the ratio of detachment to attachment is $r=e^{-0.0396/0.0346}\simeq0.32$, which is not small.

A new row of one stem may dissolve again. Its width changes by one, growing and shrinking with rates in the ratio $1:r$. The probability $q$ of dying out from width one obeys $q=(r+q^2)/(1+r)$, since from width two it must lose one stem twice. The roots are 1 and $r$, and for $r<1$ the probability is $q=r$. For given rates of attachment and of nucleation attempts, detachment thus multiplies both the net step speed and the rate of surviving islands by $1-r$. At zero tilt the formula then gives a velocity lower by the same factor, here 0.68. This number is sensitive to the lamella thickness: 18~nm instead of 20~nm would give 0.35.

If instead $c$ denotes the net speed and $G$ the rate of surviving islands, the formula needs little further correction for the rates used here. A lattice simulation of random single-stem events on an untilted ring of 199.8~nm was compared with the exact ring velocity of 232.1 layers/s. The change was $+0.5\%$ without detachment and $+0.1\%$ with $r=0.32$, each with a standard error of about 1\%. No effect was resolved.

\paragraph{Free ends.} Steps leave a real edge at its ends and none enter. A simulation of an untilted edge 1000~nm long gave a velocity 1.3\% below the infinite-line value, with a standard error of 0.4\%. By \eqref{eq:finite} a closed ring of the same length is 1.0\% below. This run is too short to separate the two values, but they are not equal: longer simulations put the deficit of a long edge with free ends near $3c/(4L)$, about 1.5\% here, half as large again as that of the ring. This value is numerical and is not proved here.

\paragraph{Temperature.} The least stable lamella thickness, at which the free energy gained per stem vanishes, is $\ell^*=2\sigma_eT_m/(\Delta H\,\Delta T)$. Suppose that the first stem of a new row has this length at each temperature, about 17~nm here, instead of the fixed 20~nm used above for detachment. Its bulk and fold terms then cancel, and it costs two side faces, hence the energy $2b\sigma\ell^*$. With a side-surface energy $\sigma=0.012$~J/m$^2$ this barrier is $29.8\,k_BT$, and $31.7\,k_BT$ if the melt is 1~K warmer. With $c$ and the prefactor of $G$ held fixed, the velocity of an untilted edge changes by the factor $e^{-(31.7-29.8)/2}\simeq0.39$. This is a larger change than the one detachment causes for the 20~nm lamella. Holding $c$ fixed is itself an approximation: for the 20~nm lamella the factor $1-r$ falls from 0.68 to 0.50 when the melt is 1~K warmer, which lowers the velocity by a further factor of about 0.74. The length $\ell^*$ serves only to estimate the barrier, since a row of stems of exactly this length has $r=1$ and no net step speed.

The barrier does not explain the chosen $G$, however. If nucleation and attachment had equal prefactors per site, a barrier of $29.8\,k_BT$ would put the steps about a millimetre apart instead of 20~nm. On a much shorter edge each new row would then be completed before the next one starts, and the velocity would be $G$ times the edge length, not $\sqrt{2Gc}$. The estimate above therefore applies only if nucleation is frequent enough for many islands to grow on the edge at once.

\paragraph{Comparison with real growth.} The speed of 100~nm/s was set by the choice of $G$ and $c$ and is no prediction for polyethylene. Nor are the step spacing and the gain of 29\% from the tilt, because the speed of the untilted edge fixes only the product $Gc$. With $c$ ten times smaller and $G$ ten times larger that speed is the same, but the same tilt raises it by only 0.3\%. What the model supplies is the relation between speed, tilt and the two rates. A real edge breaks the assumption of irreversible attachment, which for the 20~nm lamella above lowers the speed by about a third if bare rates are inserted, and by the estimate above an error of 1~K in the temperature at the front changes the speed by more than a factor of two.

The formula fails more seriously when $c$ is not a constant. If a fixed deposition flux supplies a front that captures all arriving atoms, mass conservation sets the velocity, and steps that stand closer together must move more slowly. The formula also does not describe islands spreading over a surface in two dimensions: their edges are curves, and the pairwise collisions of points used here no longer exhaust the dynamics. The numerical output lists the inputs of the example and the results of the simulations.

\section*{Calculated quantities}
\begin{verbatim}
Test ring: G = 1.0, c = 2.0, L = 10.0 (model units), lambda = 5.00
excess N | simulated v, std error | exact ring v | infinite-line v
  0 | 1.8900, 0.0067 | 1.8972 | 2.0000
  3 | 1.9993, 0.0048 | 1.9950 | 2.0881
 12 | 3.0880, 0.0027 | 3.0844 | 3.1241
N=3: mean number of steps on ring, exact = 9.975
N=3: total variation distance to ring law = 0.0024
N=3: same distance to a plain Poisson law = 0.0960
N=3: window width = 2.0
N=3: P(empty window) simulated 0.1336, exact 0.1343
N=3: mean up*down in window simulated 1.0017, exact 1.0000
Large rings at u = 0.3: L | v - v_L | G c^2/(L v^2)
   10 | 0.093039 | 0.091743
  100 | 0.009187 | 0.009174
 1000 | 0.000918 | 0.000917
Polyethylene lamella edge (rough typical inputs; G and c chosen)
stem width = 0.45 nm, row thickness = 0.41 nm
G = 6.0 per nm per s, c = 5000 nm/s, edge length = 1000 nm
u = 0.00 per nm (angle 0.00 deg): v = 244.9 layers/s
  up-steps 0.02449 per nm, down-steps 0.02449 per nm
  mean step spacing = 20.4 nm
  front speed = 100.4 nm/s = 6.03 um/min
u = 0.04 per nm (angle 0.94 deg): v = 316.2 layers/s
  up-steps 0.05162 per nm, down-steps 0.01162 per nm
  mean step spacing = 15.8 nm
  front speed = 129.7 nm/s = 7.78 um/min
T = 402 K, undercooling = 16 K, thickness = 20 nm
heat of fusion = 2.8e+08 J/m^3, melting point = 418 K
fold, side surface energy = 0.09, 0.012 J/m^2
free energy gained per stem = 0.0396 eV, kT = 0.0346 eV
detachment/attachment ratio = 0.319
lattice ring = 199.8 nm, exact continuum v = 232.1 layers/s
stems, ratio 0.000: v = 233.3 layers/s, change +0.5 %, std error 1.1 %
stems, ratio 0.319: v = 232.4 layers/s, change +0.1 %, std error 1.0 %
free ends: v = 241.7 layers/s, change -1.3 %, std error 0.4 %
nucleation barrier = 29.8 kT, 1 K warmer = 31.7 kT
velocity factor for 1 K warmer = 0.39
\end{verbatim}
